Fixed-spin-moment energies and hidden metamagnetic states in a Stoner model

**Two starts, two answers**

A self-consistent calculation started at a moment of 1.0 μ_B converges to zero moment. The same calculation started at 2.0 μ_B converges to 3.38 μ_B, and the second state is lower in energy by 117 meV. Nothing failed in the first run: it found a genuine local minimum. The energy as a function of imposed moment shows why the better state was missed, and when a magnetic state exists that no zero-field run can find.

**The model and the constrained energy**

Let D(ε) > 0 be the density of states per spin of a rigid band at zero temperature. The electron number N is fixed, and M = N↑ − N↓ is the moment in units of μ_B. Exchange is described by a constant Stoner parameter I. An external field B enters through h = μ_B B, with energy −hM. The fixed-spin-moment energy is

E(M) = T(M) − I M²/4,

where T(M) is the lowest band energy with N↑ = (N + M)/2 and N↓ = (N − M)/2.

In the example, D is a flat background of 0.6 states/eV between −4 and 4 eV plus two Gaussian peaks of standard deviation 0.2 eV. One has weight 1.2 and centre −0.5 eV, the other weight 1.0 and centre 0.4 eV. With N = 7.2 the nonmagnetic Fermi level lies at −0.016 eV, in the dip between the peaks, where D = 0.9575 states/eV. These are model parameters and stand for no particular material. The opening numbers belong to I = 0.60 eV.

Each spin has its own Fermi level μ_σ, measured in the rigid band. Adding an electron of spin σ costs μ_σ. Raising M by dM adds dM/2 electrons to spin up and removes dM/2 from spin down, so

T′(M) = (μ↑ − μ↓)/2.

Since dμ_σ/dN_σ = 1/D(μ_σ), a second derivative brings another factor 1/2:

T″(M) = (1/D↑ + 1/D↓)/4 > 0.

The band energy is therefore convex. Exchange subtracts a constant curvature:

dE/dM = T′ − I M/2,
E″ = T″ − I/2.

At M = 0 this gives E″ = (1/D − I)/2, so the nonmagnetic state is locally stable when I D < 1. Here I D = 0.57. The usual Stoner criterion is comfortably satisfied for a nonmagnetic state, yet that state is not the ground state. The criterion tests a curvature at one point and says nothing about distant moments.

**Which function is the Legendre transform?**

Put non-interacting electrons in a spin field b at fixed N. Their energy is

W₀(b) = min_M [T(M) − bM].

Hence T(M) ≥ W₀(b) + bM for every b. Because T is convex, the choice b = T′(M) makes M the minimizing moment, and equality holds:

T(M) = max_b [W₀(b) + bM].

This is a partial Legendre transform: the field is exchanged for the moment while N stays fixed. Filling an explicit set of sorted levels in a spin field and maximizing over b reproduces T(M) at three moments to within 2 × 10⁻⁸ eV.

For the interacting energy the statement must be weakened. Define W(h) = min_M [E(M) − hM]. The inverse transform, max_h [W(h) + hM], is a maximum of straight lines in M and so is convex. It returns the convex envelope of E, which lies below E over the whole range between two points of common tangency whenever E has a concave stretch, with or without a barrier. At I = 0.60 eV the barrier top lies at M = 1.30 μ_B with E = +49 meV relative to M = 0. The double transform at that moment gives −117 meV, the energy of the magnetic minimum, because the envelope is flat between the two minima of opposite moment. The barrier and the nonmagnetic state have both been erased.

The constrained energy keeps them. What survives of the Legendre structure is the stationary relation

h(M) = dE/dM = (μ↑ − μ↓)/2 − I M/2,

the field that would make the imposed moment a self-consistent solution, stable or not. In a fixed-moment calculation the Kohn–Sham levels already contain the exchange shift −σIM/2, with σ = +1 for spin up and −1 for spin down. Half the difference of the two Kohn–Sham Fermi levels is then h(M) itself.

**Why unconstrained iteration stops at the first minimum**

With one common Fermi level, a trial moment M produces the spin field b = h + IM/2, and the electrons respond with a new moment

M_new = m₀(h + I M/2),

where m₀ is the inverse function of T′. Since dm₀/db = 1/T″, the map has slope

dM_new/dM = I/(2T″(M_new)).

This slope is positive. At a stationary point M_new = M, and there the slope is below 1 if E″ > 0 and above 1 if E″ < 0. Minima of E − hM attract the iteration and maxima repel it.

The direction of each step follows from m₀ being increasing. The new moment exceeds the old one when h + IM/2 > T′(M), which is the same as d(E − hM)/dM < 0. Every step goes downhill. Nor can a step jump over a stationary point M_s: if M < M_s, an increasing map gives M_new < M_s, and likewise from above. The iterates thus move in one direction towards the next stationary point downhill, which is a minimum except at threshold values of the parameters. The maxima are the boundaries between starting moments that lead to different answers.

The two runs show this at the first step. At M = 1 the Fermi levels are 0.305 and −0.358 eV, so holding the moment requires a spin field

T′(1) = (0.305 + 0.358)/2 = 0.331 eV,

while exchange supplies 0.60 × 1/2 = 0.300 eV. The moment falls to 0.855, then 0.671, and on to zero. At M = 2 the requirement is (0.504 + 0.534)/2 = 0.519 eV and exchange supplies 0.600 eV. The moment rises to 2.39, then 2.81, and on to 3.38. The map slopes at zero, at the barrier and at the minimum are 0.57, 1.60 and 0.45.

Linear mixing with a fraction α between 0 and 1 replaces the map by (1 − α)M + αM_new. This is still increasing, has the same stationary points and steps in the same direction, so it changes the speed and not the destination. Runs started 0.02 μ_B on either side of the barrier confirm this for α = 1 and α = 0.3. The argument does not cover accelerated mixing schemes, whose steps need not be monotonic.

**What the density of states must provide**

For small M, write x = M/2 and expand μ(n) about n₀ = N/2. The derivatives follow from dμ/dn = 1/D by repeated use of the chain rule, with primes on D denoting energy derivatives at the Fermi level:

μ′ = 1/D,
μ″ = −D′/D³,
μ‴ = (3D′² − D D″)/D⁵.

In T′ = [μ(n₀ + x) − μ(n₀ − x)]/2 the even terms cancel, leaving

T′ = M/(2D) + μ‴ M³/48 + …

Integration from M = 0 gives

T = T₀ + M²/(4D) + (3D′² − D D″) M⁴/(192 D⁵) + …

A Fermi level near a minimum of D has small D′ and positive D″, and the quartic term is then negative: magnetization becomes cheaper than the quadratic law predicts. The example has D′ = 0.84 states/eV² and D″ = 34.6 states/eV³, which give a coefficient of −0.20 eV.

The expansion shows the tendency but cannot locate a distant minimum. For that, compare I with three functions of M:

r₁ = 2T″,
r₂ = 2T′/M,
r₃ = 4(T − T₀)/M².

E is concave where r₁ < I, slopes downward (for M > 0) where r₂ < I, and lies below the nonmagnetic energy where r₃ < I. The functions are successive averages:

r₂(M) = (1/M) ∫₀ᴹ r₁(m) dm,
r₃(M) = (2/M²) ∫₀ᴹ m r₂(m) dm.

The second holds because T − T₀ is the integral of T′ = m r₂/2. All three functions start at 1/D for M = 0, and the negative quartic term makes them fall at first. An average that includes these higher starting values stays above the minimum of the function being averaged, so the minima are ordered:

I_A = min r₁ = 0.363 eV,
I_B = min r₂ = 0.500 eV,
I_C = min r₃ = 0.557 eV,
I_D = 1/D = 1.044 eV.

I_B has a simple reading. Exactly M states per spin lie between μ↓ and μ↑, so 1/r₂ = M/(μ↑ − μ↓) is the density of states averaged over that window. A second minimum needs I times this average to exceed 1 somewhere. The average reaches 1/0.500 = 2.0 states/eV, twice the value at the Fermi level, because the window takes in most of both peaks.

At I = 0.60 eV the energy turns upward again once the peaks are nearly used up. Between M = 4 and M = 5 both Fermi levels move through the flat background, where T″ = (1/4)(2/0.6) = 0.83 eV, well above I/2 = 0.30 eV, and E rises steeply.

A flat density of states is the opposite limit. As long as both Fermi levels stay inside the band, E = (1/D − I)M²/4, the four thresholds coincide, and there is no metamagnetism to miss.

**Three regimes, three different errors**

Between I_C and I_D the magnetic state is the ground state but lies behind a barrier. This is the case I = 0.60 eV, and a small starting moment gives the wrong ground state.

Between I_B and I_C the magnetic state is metastable. At I = 0.54 eV the barrier is 83 meV high at 1.75 μ_B, and the minimum lies at 3.07 μ_B, 40 meV above the nonmagnetic state. A large starting moment now gives the wrong ground state. Starting high is therefore no cure by itself.

Between I_A and I_B there is no magnetic minimum at zero field. At I = 0.45 eV, runs started at 0.5, 2, 4 and 6 μ_B all end at zero. The curve E(M) nevertheless has a concave stretch, and h(M) rises, falls and rises again. Increasing the field from zero keeps the low-moment solution up to h = 108 meV; decreasing it from high field keeps the high-moment solution down to 61 meV. The equilibrium transition between moments M₁ and M₂ requires E(M₁) − hM₁ = E(M₂) − hM₂, or

∫ [h(M) − h_t] dM = 0, taken from M₁ to M₂,

the equal-area rule. It gives h_t = 84.7 meV and a jump from 0.38 to 2.81 μ_B. Halfway along the unstable stretch, at 1.60 μ_B, E lies 140.2 − 121.9 = 18 meV above the common tangent.

The transition field corresponds to about 1460 T, far beyond ordinary laboratory magnets. Its size follows from how far I lies below I_C. At I_C the magnetic minimum, at M = 3.16 μ_B, has the same energy as M = 0, so h_t = 0. Lowering I by δI raises that minimum by M² δI/4 to first order, and a field energy hM cancels this at h ≈ M δI/4. For δI = 0.557 − 0.45 = 0.107 eV the estimate is 3.16 × 0.107/4 = 0.085 eV, the value found above. The agreement has a reason. Both moments are stationary points of E − hM, so varying I in the equal-energy condition gives dh_t/dI = −(M₁ + M₂)/4, and the sum of the moments hardly moves: 3.16 μ_B at I_C and 0.38 + 2.81 = 3.19 μ_B at I = 0.45 eV. With this density of states a transition at 50 T (h ≈ 3 meV) needs I about 4 meV below I_C, where the magnetic state is already metastable at zero field.

**What to do in practice**

Calculate E(M) from zero to well past the expected moment, and record h(M) from the two Fermi levels. For closely spaced moments, h should agree with the numerical slope of E, which is a useful check of convergence. This holds at zero temperature. With Fermi smearing h equals the slope of the free energy, with the entropy term included, and can differ strongly from the slope of E; a smearing width that is not small against the peak width also changes h itself. Widely spaced moments do not allow this check: at I = 0.60 eV the energies at M = 0 and 2 μ_B give a slope of 10 meV per μ_B, while h at M = 1 μ_B is 31 meV. A sign change of h from negative to positive with increasing M marks a minimum; a falling stretch marks moments that no uniform equilibrium state occupies. If it is the only one and h stays positive along it, as at I = 0.45 eV, a field induces a jump to a state with no zero-field minimum. With several falling stretches the common tangents decide which states are reached, and one jump can pass over a whole branch. A metastable minimum can become the ground state in a field only if its moment is larger than that of the zero-field ground state, as at I = 0.54 eV; the nonmagnetic minimum at I = 0.60 eV never does. A spacing of 1 μ_B already reveals the structure at I = 0.60 eV: the energies at M = 0 to 4 are 0, 44.4, 20.5, −94.2 and −29.2 meV. Then release the constraint near each minimum, and compare the energies of the converged states.

The energy order deserves caution. At fixed M, changing I by δI changes E by −M² δI/4. For M = 3 and δI = 0.06 eV this is 135 meV, more than the energy differences that decide the ground state here. An exchange functional that shifts the effective I by a tenth can reverse the order.

The constraint removes one variable, the total moment, from the self-consistency loop. In a full calculation the charge and spin densities can still have several solutions at the same M, and antiferromagnetic states share M = 0 with the nonmagnetic one. The model also omits changes of band shape with moment, orbital moments, noncollinear order and spin fluctuations. Its monotonic iteration is a property of a single moment variable with constant I > 0, and should be taken as a guide rather than a guarantee elsewhere. The complete set of values is in the numerical output below.

Numbers as computed

```
Band edges: -4.0 and 4.0 eV; flat DOS 0.6 states/eV/spin
Peak: weight 1.2 states/spin, centre -0.5 eV, width 0.2 eV
Peak: weight 1.0 states/spin, centre 0.4 eV, width 0.2 eV
Electrons N = 7.2; nonmagnetic Fermi level = -0.0158 eV
D at Fermi level = 0.9575 states/eV/spin
D' = 0.841 states/eV^2, D'' = 34.61 states/eV^3
Quartic coefficient: formula -0.2007, energies -0.2007 eV
Largest Legendre mismatch of T = 2.0e-08 eV
I_A (nonconvexity) = 0.3626 eV at M = 1.610 mu_B
I_B (second minimum) = 0.5004 eV at M = 2.505 mu_B
I_C (equal energies) = 0.5566 eV at M = 3.164 mu_B
I_D (Stoner instability) = 1.0444 eV
I = 0.54 eV: I*D = 0.5170
  barrier: M = 1.7451 mu_B, E = 83.28 meV
  minimum: M = 3.0679 mu_B, E = 40.26 meV
I = 0.60 eV: I*D = 0.5745
  barrier: M = 1.2985 mu_B, E = 49.21 meV
  minimum: M = 3.3819 mu_B, E = -116.57 meV
Fixed-moment table for I = 0.60 eV (E relative to M = 0):
  M = 0.0 mu_B: mu_up = -0.0158 eV, mu_dn = -0.0158 eV, E = 0.00 meV
  M = 1.0 mu_B: mu_up = 0.3048 eV, mu_dn = -0.3575 eV, E = 44.42 meV
  M = 2.0 mu_B: mu_up = 0.5036 eV, mu_dn = -0.5335 eV, E = 20.50 meV
  M = 3.0 mu_B: mu_up = 0.8529 eV, mu_dn = -0.7367 eV, E = -94.21 meV
  M = 4.0 mu_B: mu_up = 1.6667 eV, mu_dn = -1.3334 eV, E = -29.22 meV
  M = 5.0 mu_B: mu_up = 2.5000 eV, mu_dn = -2.1667 eV, E = 537.45 meV
Map slopes at M = 0, barrier, minimum: 0.5745, 1.6017, 0.4514
Iterates (mu_B): 1.0000, 0.8547, 0.6714, 0.4751, 0.3047, 0.1834, 0.1072; limit 0.0000
Iterates (mu_B): 2.0000, 2.3934, 2.8135, 3.0979, 3.2475, 3.3199, 3.3536; limit 3.3819
Double transform at barrier, I = 0.60 eV: -116.56 meV
Field-only case I = 0.45 eV:
  upper hysteresis limit h = 107.70 meV at M = 0.842 mu_B
  lower hysteresis limit h = 61.42 meV at M = 2.363 mu_B
  transition field h = 84.71 meV, B = 1463 T
  moment jumps from 0.3803 to 2.8116 mu_B
  at M = 1.602 mu_B: E = 140.15 meV
  common tangent there = 121.94 meV
  double transform there = 121.94 meV
```
